# Internal strain in the Keating model of silicon

## Data and conventions

In silicon each atom has four neighbours at the corners of a regular tetrahedron. The cubic lattice constant is $a_0=0.54310$ nm. Write $b=a_0/4=0.13578$ nm, so that the bond length is $d=\sqrt3\,b=0.23517$ nm. From an atom of the first sublattice the four bonds, each ending on the second sublattice, are $b\mathbf s$ with

$$\mathbf s=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

The Keating energy is

$$E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\right)^2 ,$$

where each bond is counted once and each angle, formed by two bonds at a common atom, is counted once. The bond-stretching constant is $\alpha=48.5$ N/m and the bond-bending constant is $\beta=13.8$ N/m.

The crystal is given a small symmetric strain $\varepsilon$. Let $T=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}$ and $\gamma_x=2\varepsilon_{yz}$, $\gamma_y=2\varepsilon_{xz}$, $\gamma_z=2\varepsilon_{xy}$. The second sublattice may also shift relative to the first by a vector $\mathbf u$, beyond what the strain prescribes. The Kleinman parameter $\zeta$ is defined by $u_k=-\zeta b\gamma_k$. Atoms are at rest unless stated otherwise. Since 1 N/m divided by 1 nm is 1 GPa, no conversion factors are needed for elastic constants.

## Part (a)

**Question.** Find the energy per two-atom primitive cell to second order in $\varepsilon$ and $\mathbf u$.

**Answer.** A uniform strain leaves all primitive cells equivalent, so it exerts the same forces in each. In a stable crystal the linear response has the same periodicity, and one vector $\mathbf u$ describes it. A strained bond is

$$\mathbf r=b\mathbf s+b\,\varepsilon\mathbf s+\mathbf u .$$

Both brackets in $E$ vanish at rest: $r^2=d^2$, and two different vectors $\mathbf s$ have scalar product $-1$, which gives $\mathbf r_i\cdot\mathbf r_j=-b^2=-d^2/3$. The brackets are squared, so their first-order changes suffice.

*Stretching.* To first order,

$$\Delta(r^2)=2b^2\,\mathbf s\cdot\varepsilon\mathbf s+2b\,\mathbf s\cdot\mathbf u .$$

Each $\mathbf s$ has $s_xs_ys_z=1$ and $s_k^2=1$. Hence $s_ys_z=s_x$, and cyclically, so that $\mathbf s\cdot\varepsilon\mathbf s=T+\sum_k\gamma_ks_k$ and

$$\Delta(r^2)=2b^2T+2b\sum_k s_k(b\gamma_k+u_k).$$

*Bending.* Take two different bonds $\mathbf s$ and $\mathbf s'$. They agree in one component, $s_k=s'_k=\sigma=\pm1$, and are opposite in the other two, $l$ and $m$. Since $\varepsilon$ is symmetric,

$$\Delta(\mathbf r_i\cdot\mathbf r_j)=2b^2\,\mathbf s\cdot\varepsilon\mathbf s'+b\,\mathbf u\cdot(\mathbf s+\mathbf s').$$

The diagonal strains contribute $\varepsilon_{kk}-\varepsilon_{ll}-\varepsilon_{mm}=2\varepsilon_{kk}-T$ to $\mathbf s\cdot\varepsilon\mathbf s'$. The term in $\varepsilon_{kl}$ has the factor $s_ks'_l+s_ls'_k=-\sigma s_l+\sigma s_l=0$, and the term in $\varepsilon_{km}$ vanishes likewise. The term in $\varepsilon_{lm}$ is $-2s_ls_m\varepsilon_{lm}=-\sigma\gamma_k$, because $s_ls_m=s_k=\sigma$. Finally $\mathbf u\cdot(\mathbf s+\mathbf s')=2\sigma u_k$. Therefore

$$\Delta(\mathbf r_i\cdot\mathbf r_j)=2b^2(2\varepsilon_{kk}-T)-2\sigma b(b\gamma_k-u_k).$$

The opposite signs of $u_k$ in the stretching and bending results are the source of the competition between the two forces.

*Summation.* A primitive cell has 4 bonds and 12 angles, six at each atom. Over the four bonds, $\sum s_k=0$ and $\sum s_ks_l=4\delta_{kl}$. Thus

$$\sum_{\rm bonds}[\Delta(r^2)]^2=16b^4T^2+16b^2\sum_k(b\gamma_k+u_k)^2 .$$

At each atom there is one pair for every choice of $k$ and $\sigma$. At a second-sublattice atom all bond vectors are reversed, which leaves their scalar products unchanged. The two signs of $\sigma$ cancel the cross terms, and the two atoms double the sum:

$$\sum_{\rm angles}[\Delta(\mathbf r_i\cdot\mathbf r_j)]^2=16b^4\sum_k(2\varepsilon_{kk}-T)^2+16b^2\sum_k(b\gamma_k-u_k)^2 .$$

With $d^2=3b^2$ the prefactors are $\alpha/8b^2$ and $\beta/8b^2$. The energy per cell is

$$E_c=2\alpha b^2T^2+2\beta b^2\sum_k(2\varepsilon_{kk}-T)^2+2\sum_k\left[\alpha(b\gamma_k+u_k)^2+\beta(b\gamma_k-u_k)^2\right].$$

To this order, strains along the cubic axes do not drive $\mathbf u$, and each shear drives one component of it.

## Part (b)

**Question.** Find $\zeta$ and its value for silicon. Discuss its limits and its dependence on the meaning given to $\alpha$.

**Answer.** At equilibrium the derivative of $E_c$ with respect to $u_k$ vanishes:

$$4\alpha(b\gamma_k+u_k)-4\beta(b\gamma_k-u_k)=0 .$$

Collecting terms gives $(\alpha+\beta)u_k=-(\alpha-\beta)b\gamma_k$, and hence

$$\boxed{\zeta=\frac{\alpha-\beta}{\alpha+\beta}}$$

The second derivative, $4(\alpha+\beta)$, is positive, so this is a minimum. For the given constants,

$$\zeta=\frac{48.5-13.8}{48.5+13.8}=\frac{34.7}{62.3}=0.557 .$$

As a numerical check, an eight-atom periodic cell was relaxed with the full nonlinear energy under shears $\gamma_x=\pm10^{-4}$. The antisymmetric part of its response gives $\zeta=0.55698$, in agreement with the formula to the digits printed.

After relaxation, $b\gamma_k+u_k=(1-\zeta)b\gamma_k$ and $b\gamma_k-u_k=(1+\zeta)b\gamma_k$. Compared with unrelaxed atoms at the same shear, the length changes are reduced to 0.443 of their former size, while the changes of the scalar products grow by a factor 1.557. The crystal exchanges costly stretching for cheaper bending.

As $\beta/\alpha\to0$, $\zeta\to1$: shear then leaves the bond lengths unchanged to first order. At $\alpha=\beta$ the two forces on the sublattice balance without a shift, and $\zeta=0$. For $\beta>\alpha$ the shift reverses.

The constant $\alpha$ is not the ordinary spring constant of a bond. If a bond is lengthened by $\delta$, then $r^2-d^2\simeq2d\delta$, and the stretching term is

$$\frac{3\alpha}{8d^2}(2d\delta)^2=\frac12(3\alpha)\delta^2 .$$

The radial spring constant of this term alone is $3\alpha$; in the crystal the bending terms add to the resistance when a single bond is lengthened. If 48.5 N/m denoted this spring constant, with $\beta$ unchanged, the formula would give $\zeta=0.079$. The value 0.557 therefore belongs to the Keating convention stated at the start.

## Part (c)

**Question.** Find the three cubic elastic constants. By what factor does internal relaxation reduce the shear constant? Relate $\zeta$ to the zone-centre optical vibration.

**Answer.** The primitive cell has volume $a_0^3/4=16b^3$.

*Shear.* For one shear $\gamma$, the relations $1-\zeta=2\beta/(\alpha+\beta)$ and $1+\zeta=2\alpha/(\alpha+\beta)$ give

$$E_c=2b^2\gamma^2\,\frac{4\alpha\beta^2+4\beta\alpha^2}{(\alpha+\beta)^2}=\frac{8\alpha\beta}{\alpha+\beta}\,b^2\gamma^2 .$$

Division by $16b^3$ and comparison with the energy density $\tfrac12C_{44}\gamma^2$ yield

$$C_{44}=\frac{\alpha\beta}{b(\alpha+\beta)}=79.1\ \text{GPa}.$$

If $\mathbf u$ is held at zero, $E_c=2(\alpha+\beta)b^2\gamma^2$, and the clamped constant is

$$C_{44}^{(0)}=\frac{\alpha+\beta}{4b}=\frac{62.3}{4(0.13578)}\ \text{GPa}=114.7\ \text{GPa}.$$

Their ratio is $4\alpha\beta/(\alpha+\beta)^2=1-\zeta^2=0.690$. Neglect of internal strain would overestimate the shear constant by 45% relative to its relaxed value.

*Axial strain.* Since $\sum_k(2\varepsilon_{kk}-T)^2=4\sum_k\varepsilon_{kk}^2-4T^2+3T^2$, the energy density without shear is

$$W=\frac{(\alpha-\beta)T^2+4\beta\sum_k\varepsilon_{kk}^2}{8b}.$$

The coefficient of $\varepsilon_{xx}^2$ is $C_{11}/2$, and that of $\varepsilon_{xx}\varepsilon_{yy}$ is $C_{12}$. Therefore

$$C_{11}=\frac{\alpha+3\beta}{4b}=165.5\ \text{GPa},\qquad C_{12}=\frac{\alpha-\beta}{4b}=63.9\ \text{GPa}.$$

*Optical vibration.* Expansion of the shear part of $E_c$ for one component gives

$$2(\alpha+\beta)b^2\gamma^2+Lb\gamma u+\tfrac12Ku^2,$$

with $L=4(\alpha-\beta)=138.8$ N/m and $K=4(\alpha+\beta)=249.2$ N/m. Thus $\zeta=L/K$: the force produced by shear is divided by the stiffness that opposes relative motion of the sublattices. That motion is the zone-centre optical vibration. Its reduced mass is $M/2$, where $M=28.085$ u is the atomic mass, so

$$\omega^2=\frac{K}{M/2}=\frac{8(\alpha+\beta)}{M}.$$

The corresponding wavenumber is $\omega/2\pi c=549\ \text{cm}^{-1}$.

## Part (d)

**Question.** A coherent silicon film with a free (111) surface is held at an in-plane tensile strain $e=1\%$. Find its normal strain and in-plane stress. Does the bond along the surface normal lengthen or shorten?

**Answer.** Treat the film as bulk material with no normal stress. Let $\mathbf n=(1,1,1)/\sqrt3$ and let $\varepsilon_n$ be the normal strain. The strain tensor is $e(\mathbf 1-\mathbf n\mathbf n)+\varepsilon_n\mathbf n\mathbf n$. All entries of $\mathbf n\mathbf n$ are $1/3$, so each diagonal strain is $T/3$, with $T=2e+\varepsilon_n$, and all three shears equal $\gamma=2(\varepsilon_n-e)/3$.

With $B=C_{11}+2C_{12}$, the energy density is

$$W=\frac{BT^2}{6}+\frac32C_{44}\gamma^2=\frac{B(2e+\varepsilon_n)^2}{6}+\frac23C_{44}(\varepsilon_n-e)^2 .$$

A free surface requires $\partial W/\partial\varepsilon_n=0$, or $B(2e+\varepsilon_n)+4C_{44}(\varepsilon_n-e)=0$. Define $D=B+4C_{44}$. Then

$$\varepsilon_n=-\frac{2(B-2C_{44})}{D}e,\qquad \gamma=-\frac{2B}{D}e,\qquad T=\frac{12C_{44}}{D}e .$$

Substitution of $T$ and $\gamma$ gives

$$W=\frac{24BC_{44}^2+6B^2C_{44}}{D^2}e^2=\frac{6BC_{44}}{D}e^2 .$$

Two equal in-plane stresses $\sigma_f$ do work, so $dW=2\sigma_f\,de$ and $\sigma_f=6BC_{44}e/D$.

Here $B=165.5+2(63.9)=293.3$ GPa and $D=293.3+4(79.1)=609.7$ GPa. Hence $\varepsilon_n=-0.443\%$, $\gamma=-0.962\%$ and $\sigma_f=2.28$ GPa. The film becomes thinner.

The bond length does not follow from $\varepsilon_n$ alone. From part (a), with $\Delta r/d=\Delta(r^2)/2d^2$ and $d^2=3b^2$,

$$\frac{\Delta r}{d}=\frac T3+\frac{(1-\zeta)\gamma}{3}\sum_ks_k .$$

The sum is $3$ for the normal bond and $-1$ for each of the three inclined bonds. For the normal bond,

$$\frac{\Delta r_n}{d}=\frac{4C_{44}-2B(1-\zeta)}{D}e .$$

Now insert $B=(3\alpha+\beta)/4b$, which follows from part (c), and $1-\zeta=2\beta/(\alpha+\beta)$. The numerator becomes

$$\frac{4\alpha\beta-\beta(3\alpha+\beta)}{b(\alpha+\beta)}=\frac{\beta(\alpha-\beta)}{b(\alpha+\beta)}=\frac{\beta\zeta}{b},$$

so that

$$\frac{\Delta r_n}{d}=\frac{\beta\zeta}{bD}\,e .$$

For positive $\alpha$ and $\beta$ with $\alpha>\beta$, the normal bond **lengthens** under in-plane tension. At $\alpha=\beta$ its length does not change to first order, and for $\alpha<\beta$ it shortens.

The numbers show how this is compatible with thinning. If the atoms followed the macroscopic strain, the normal bond would change by $235.17\times(-0.00443)=-1.04$ pm. At the same strain, the sublattice shift along $\mathbf n$ is

$$u_n=-\zeta d\gamma=0.557\times235.17\times0.00962\ \text{pm}=1.26\ \text{pm}.$$

The sum is $+0.22$ pm. Each inclined bond lengthens by 1.55 pm. The film thins because the inclined bonds turn towards the film plane, which reduces the spacing between the two atomic planes they join by more than the normal bonds lengthen.

## Part (e)

**Question.** How far can the results for $\zeta$ and the film be trusted for real silicon?

**Answer.** *Finite strain.* Full nonlinear relaxation of the same film at $e=1\%$ gives a sublattice shift of 1.259 pm, against 1.260 pm in the linear theory. The normal bond lengthens by 0.214 pm instead of 0.218 pm, a decrease of 2% relative to the linear result. Each inclined bond lengthens by 1.565 pm instead of 1.555 pm. Within the model, the linear treatment is therefore adequate at this strain. For real silicon the sign of the normal-bond change is less secure, because it is a small difference of two larger terms. At the strains of part (d) the change is $(-1.04+2.26\,\zeta)$ pm, which vanishes at $\zeta=0.46$ and is only $+0.09$ pm at $\zeta=0.5$.

*Thermal motion.* A simple estimate treats the relative motion of the two atoms in a cell as an Einstein oscillator of frequency $\omega$. Its mean square displacement along each axis is

$$\langle\eta^2\rangle=\frac{\hbar}{2(M/2)\omega}\coth\frac{\hbar\omega}{2k_{\rm B}\mathcal T}.$$

At temperature $\mathcal T=300$ K the root mean square is 5.03 pm, four times the static shift in the film. This is an underestimate for neighbouring atoms, because softer vibrations, which the single frequency leaves out, have larger amplitudes: the full vibrational spectrum of the model gives about 7.0 pm along a cubic axis, with 5.7 pm along the bond, the direction of the static shift in the film, and 7.6 pm across it. Large fluctuations do not by themselves alter a mean position: in a harmonic energy they average out. Averaging the nonlinear Keating energy over this Gaussian motion, at fixed lattice constant, gives $L/K=0.554$ instead of 0.557. This estimate includes only rigid relative motion of the two sublattices. It therefore covers part of the geometric nonlinearity of the Keating terms, and not the full anharmonicity of silicon.

*Force constants.* With $\alpha$ fixed, a 10% decrease in $\beta$ raises $\zeta$ to 0.592, and a 10% increase lowers it to 0.523. Such changes also move $C_{11}$ to 158 or 173 GPa and $C_{12}$ to 66.4 or 61.4 GPa, away from the measured values. Within the model $\zeta=2C_{12}/(C_{11}+C_{12})$, so a fit to these two constants fixes $\zeta$; the second decimal place changes if the constants are fitted to other data instead.

*Missing forces.* The model contains no forces beyond its stretching and bending terms. Its optical wavenumber, 549 cm⁻¹, exceeds the measured value of roughly 520 cm⁻¹, which suggests that $K$ is too large. If $K$ were reduced to match the rough value while $L$ stayed fixed, then

$$\zeta=0.557\left(\frac{548.8}{520}\right)^2=0.62 .$$

This is a measure of sensitivity, not a corrected prediction, since the missing forces may change $L$ too. A reduction of $L$ and $K$ in the same proportion would leave $\zeta$ unchanged.

*Comparison with the material.* The measured elastic constants of silicon are roughly 166, 64 and 80 GPa for $C_{11}$, $C_{12}$ and $C_{44}$. The given $\alpha$ and $\beta$ are the values obtained by matching $C_{11}$ and $C_{12}$, so only the agreement of $C_{44}$ tests the model. The measured internal-strain parameter is roughly 0.5. The value 0.557 is thus reasonable, but the estimates above do not support a claim of accuracy at the level of a few hundredths.

For a real film, the results also assume that the full 1% strain remains elastic. Dislocations can relieve part of it in a sufficiently thick film. In the linear theory the stress, sublattice shift and bond changes are proportional to the remaining elastic strain: if half were relieved uniformly, the stress would fall from 2.28 to 1.14 GPa, while $\zeta$ would stay the same. In a film a few atomic layers thick, altered bonding at the surfaces would also matter, and the bulk energy used here does not describe it.

The numerical output lists the main computed values.

## Computed results

```
Keating alpha: 48.5 N/m
Keating beta: 13.8 N/m
alpha - beta: 34.7 N/m
alpha + beta: 62.3 N/m
lattice constant a0: 0.54310 nm
b = a0/4: 0.13578 nm
bond length d: 0.23517 nm
zeta, formula: 0.55698 (dimensionless)
zeta, relaxed crystal: 0.55698 (dimensionless)
zeta if 48.5 N/m is 3*alpha: 0.079
optical stiffness K: 249.2 N/m
strain coupling L: 138.8 N/m
C11: 165.5 GPa
C12: 63.9 GPa
C44, relaxed: 79.1 GPa
C44, clamped: 114.7 GPa
C44 relaxed/clamped: 0.6898
silicon atomic mass: 28.085 u
model optical wavenumber: 548.8 cm^-1
film in-plane strain: 1.00 %
film normal strain, linear: -0.4430 %
film shear gamma, linear: -0.9620 %
film stress, linear: 2.283 GPa
sublattice shift, linear: 1.2601 pm
normal bond change, linear: 0.2183 pm
inclined bond change, linear: 1.5546 pm
normal strain, nonlinear: -0.4445 %
sublattice shift, nonlinear: 1.2594 pm
normal bond change, nonlinear: 0.2140 pm
inclined bond change, nonlinear: 1.5652 pm
temperature: 300 K
Einstein rms relative motion per axis: 5.03 pm
zeta with Gaussian motion: 0.5542
zeta with beta lowered 10%: 0.5923
zeta with beta raised 10%: 0.5232
rough measured optical wavenumber: 520 cm^-1
zeta with K softened, L fixed: 0.620
```
